# Surface Energy from Slab Thickness Fits and the Bulk-Reference Drift

A hafnia film in a memory capacitor may be only a few nanometres thick, so its surfaces can help to decide which crystal phase it takes. Suppose that a polar phase costs $\Delta f$ more energy per volume than a competing phase, but has a surface energy lower by $\Delta\gamma$ per area. For a free film of thickness $h$ with two faces, the polar phase is favoured when $h\,\Delta f<2\Delta\gamma$, that is, below $h=2\Delta\gamma/\Delta f$. To use this criterion one needs surface energies, and these are small differences between large total energies.

## The naive scheme and its fault

Let $E(N)$ be the energy of a slab of $N$ identical layers, per lateral cell of area $A$. The direct recipe takes the energy $e_b$ of one bulk layer from a separate calculation and forms

$$\gamma_{\rm dir}(N)=\frac{E(N)-Ne_b}{2A}.$$

The factor 2 counts both faces. If they differ, the result is their average.

Assume that the slab is stoichiometric, insulating and nonpolar, and that its interior keeps one fixed geometry. Layers far from both faces then each contribute the same energy $e$, while the regions near the faces contribute an amount independent of $N$. Hence

$$E(N)=Ne+2A\gamma+R(N),$$

where $R(N)$ describes the overlap of the two surface regions and vanishes for thick slabs. Write the separate bulk energy as $e_b=e+\delta$. Substitution gives

$$\gamma_{\rm dir}(N)=\gamma-\frac{N\delta}{2A}+\frac{R(N)}{2A}.$$

The mismatch $\delta$ is counted once per layer, but the surface energy only once per slab. Making the slab thicker removes $R$ and enlarges the other error. If $\delta=0$ there is no drift, so an independent bulk calculation is harmful only when it is inconsistent with the slabs.

The linear law itself offers the remedy: plot $E$ against $N$, let the slope supply $e$, and read $2A\gamma$ from the intercept at $N=0$. It remains to find how thick the slabs must be, where $\delta$ comes from, and what the fit does to other errors. A solvable model helps to answer these questions.

## A slab whose energy can be summed

Take a simple cubic lattice with spacing $d$ on which two species alternate. Their site energies are $+D$ and $-D$, nearest neighbours are joined by hopping $-t$, and two electrons fill each level of the lower half of the spectrum. The lateral cell holds two sites per layer, so $A=2d^2$. The model leaves out Coulomb interaction, ionic repulsion and relaxation. It has the gap and the charge transfer of an ionic insulator, but its surface energy comes from hopping alone, so the values below are not those of hafnia or of any real ionic crystal.

At in-plane wave vector $(k_x,k_y)$, hopping within a layer has eigenvalues $\pm w$, with $w=-2t(\cos k_xd+\cos k_yd)$. Along the normal, the standing waves $\sin(\theta_n\ell)$ on layers $\ell=1,\dots,N$ must vanish at $\ell=0$ and $\ell=N+1$. This gives $\theta_n=\pi n/(N+1)$ and hopping energy $-2t\cos\theta_n$, with $n=1,\dots,N$.

Let $X$ be the whole hopping matrix and $S$ the matrix with $+1$ on one species and $-1$ on the other. Hopping changes the species, so $XS=-SX$. If $X|x\rangle=x|x\rangle$, then $S|x\rangle$ has eigenvalue $-x$. For $x\neq0$, the Hamiltonian $X+DS$ acts on this pair as

$$\begin{pmatrix}x&D\\D&-x\end{pmatrix},\qquad \text{with levels }\pm s(x),\quad s(x)=\sqrt{D^2+x^2}.$$

For $x=0$ the levels are $\pm D$. They occur equally often, because $S$ has zero trace both in total and on every pair with $x\ne0$.

The value $x=w-2t\cos\theta_n$ has its partner $-x$ in the $-w$ set, at $\theta_{N+1-n}=\pi-\theta_n$. Each $n$ therefore gives one filled level, with two electrons:

$$E_N(w)=-2\sum_{n=1}^{N}s(w-2t\cos\theta_n).$$

To separate bulk and surface, complete the sum to a full period. The $2(N+1)$ angles $\pi m/(N+1)$, $m=0,\dots,2N+1$, contain each $\theta_n$ and its mirror image $2\pi-\theta_n$, plus the angles $0$ and $\pi$. Since cosine is even,

$$\sum_{n=1}^{N}s(w-2t\cos\theta_n)=\tfrac12\Big[\sum_{m=0}^{2N+1}s\Big(w-2t\cos\tfrac{\pi m}{N+1}\Big)-s(w-2t)-s(w+2t)\Big].$$

Expand $s(w-2t\cos\theta)=c_0+2\sum_{m\ge1}c_m\cos m\theta$. A uniform sum over $2(N+1)$ angles keeps only harmonics whose order is a multiple of $2(N+1)$, so the full sum is $2(N+1)\big[c_0+2\sum_{j\ge1}c_{2j(N+1)}\big]$. Here $c_0=\langle s\rangle$ is the average over $\theta$. Multiplying by $-2$ and collecting terms gives

$$E_N(w)=N\,e(w)+I(w)+R_N(w),\qquad e(w)=-2\langle s\rangle,$$

$$I(w)=s(w-2t)+s(w+2t)-2\langle s\rangle,\qquad R_N(w)=-4(N+1)\sum_{j\ge1}c_{2j(N+1)}.$$

Averaging over the in-plane mesh turns $I(w)$ into $2A\gamma$.

This intercept is positive. Every $x=w-2t\cos\theta$ lies between $w-2t$ and $w+2t$, and equals their weighted mean with weights $(1+\cos\theta)/2$ and $(1-\cos\theta)/2$. Since $s''=D^2/s^3>0$, $s(x)$ is at most the same weighted mean of the end values, and strictly less inside the interval. Both weights average to $1/2$, so $2\langle s\rangle<s(w-2t)+s(w+2t)$.

For $t\ll D$, expand about $w$. The end values have mean $s+2t^2s''$, while $\langle s\rangle=s+t^2s''$, because $\cos^2\theta$ averages to $1/2$. Thus $I\simeq2t^2s''\simeq2t^2/D$. This is the energy of the cut bonds: second-order perturbation theory gives each bond $-t^2/(2D)$ per electron, or $-t^2/D$ for two, and cleavage cuts two bonds per cell.

## How thick is thick enough

The remainder is controlled by high Fourier coefficients, whose decay is set by the complex angles nearest the real axis at which $s$ is singular. These satisfy $w-2t\cos\theta=\pm iD$. With $\theta=\alpha+i\kappa$ and $\kappa>0$, the real and imaginary parts give

$$\cos\alpha\cosh\kappa=\frac{w}{2t},\qquad |\sin\alpha|\sinh\kappa=\frac{D}{2t}.$$

Since $|\sin\alpha|\le1$, $\sinh\kappa\ge D/(2t)$, with equality at $w=0$, where the decay is slowest. A square-root singularity gives coefficients of order $m^{-3/2}e^{-\kappa m}$. Setting $m=2(N+1)$ and including the prefactor $N+1$ gives, at $w=0$ and for large $N$,

$$|R_N|\propto\frac{e^{-2\kappa(N+1)}}{\sqrt{N+1}},\qquad \sinh\kappa=\frac{D}{2t}.$$

The ratio $D/t$ thus controls how thick the slabs must be for a given relative accuracy of the intercept. As $D\to0$, $\kappa$ vanishes at $w=0$ and the exponential law is lost. At $D=0$, $s=|x|$ has a kink in $\theta$ for $|w|<2t$. Its Fourier coefficients fall as $1/m^2$, so $R_N$ at such a $w$ falls only as $1/N$, up to oscillation. A metallic slab therefore needs a more careful thickness study.

## Where the bulk mismatch comes from

The slope of the slab data is $e(w)$ averaged over the slabs' own in-plane mesh. A bulk calculation on another in-plane mesh averages the same function over other points. The difference is a contribution to $\delta$, even if the bulk mesh is the better one.

The second source is sampling along the normal. Because the species alternate, a bulk cell with its third edge along the normal is two layers high. With $n_z$ wave vectors along the normal, each gives two angles, $\theta$ and $\theta+\pi$, so the bulk energy uses $2n_z$ uniform angles. If these angles include $\theta=0$, the same selection of harmonics gives the error $-4\sum_{j\ge1}c_{2jn_z}$ at fixed $w$; a mesh shifted by half a step multiplies term $j$ by $(-1)^j$ and so reverses the sign of the leading term. This falls exponentially with $n_z$. A consistent bulk reference therefore has the slabs' in-plane mesh and a converged normal mesh.

The same reasoning applies to geometry. The slope belongs to layers with the slab's lateral lattice constants, so a bulk cell with other constants will in general have a different energy per layer.

## What the fit removes and what it keeps

For $m$ slabs with thicknesses $N_i$, mean $\bar N$ and $S=\sum_i(N_i-\bar N)^2$, the least-squares slope is $\sum_i(N_i-\bar N)E_i/S$. The intercept is the mean energy minus $\bar N$ times this slope:

$$b=\sum_iq_iE_i,\qquad q_i=\frac1m-\frac{\bar N(N_i-\bar N)}{S}.$$

Since $\sum_i(N_i-\bar N)=0$ and $\sum_iN_i(N_i-\bar N)=S$, the weights obey $\sum_iq_i=1$ and $\sum_iq_iN_i=0$. An error common to all layers, $\eta N_i$, therefore drops out of the intercept. A constant error stays, and so does the bias $\sum_iq_iR(N_i)$ from thin slabs.

If the slab energies carry independent random errors of standard deviation $\sigma$, the variance of $b$ is $\sigma^2\sum_iq_i^2$. The cross term vanishes, leaving

$$\sigma_b=\sigma\sqrt{\frac1m+\frac{\bar N^2}{S}}.$$

A tempting shortcut takes the bulk energy from the last two slabs, $E(N)-E(N-1)$. The intercept becomes

$$E(N)-N[E(N)-E(N-1)]=NE(N-1)-(N-1)E(N),$$

with standard deviation $\sigma\sqrt{N^2+(N-1)^2}$. The systematic mismatch has gone, but a random error that grows linearly with $N$ has replaced it. The fitted thicknesses should therefore span a range comparable with their mean, so that $\bar N^2/S$ is not large.

## The scheme

1. Fix the in-plane mesh, lateral lattice constants and all other numerical settings.
2. Compute several slabs over a wide range of thickness, and fit a line to $E(N)$.
3. Drop the thinnest slabs until the intercept no longer changes within the accuracy sought.
4. Compute a matched bulk energy and compare it with the slope. Plot $\gamma_{\rm dir}(N)$: a steady drift gives $\delta=-2A\,d\gamma_{\rm dir}/dN$.
5. Repeat with a denser in-plane mesh for the slabs, since the fit cannot remove the sampling error of the intercept itself.

## Numbers for the model

Choose $t=1$ eV, $D=2.5$ eV and $d=2.5$ Å, so that $A=12.5$ Å$^2$. The slab Hamiltonians are diagonalized numerically on a $4\times4$ in-plane mesh, for even $N$ from 6 to 20. The end values are $E(6)=-40.046198$ eV and $E(20)=-134.597984$ eV. They give a slope of $-94.551786/14=-6.753699$ eV per layer, the same as the eight-point fit to these digits. The fitted intercept is 0.4760 eV, hence

$$\gamma=\frac{0.4760}{2\times12.5}=0.01904\ \text{eV/Å}^2=0.305\ \text{J/m}^2.$$

The closed form for $I(w)$, averaged over the same mesh, also gives 0.4760 eV. The weak-hopping estimate $2t^2/D=0.8$ eV is much larger, so this example lies well outside that limit.

Bulk energies were computed by diagonalizing the two-layer cell on three meshes. The matched mesh, $4\times4\times12$, gives $-6.753699$ eV per layer, equal to the slope. The $6\times6\times6$ mesh gives $-6.753090$ eV, so $\delta=0.609$ meV. The $4\times4\times2$ mesh gives $-6.747530$ eV, so $\delta=6.169$ meV. The direct estimates, in J/m$^2$, are:

| $N$ | $4\times4\times12$ | $6\times6\times6$ | $4\times4\times2$ |
|---|---|---|---|
| 6 | 0.305 | 0.303 | 0.281 |
| 20 | 0.305 | 0.297 | 0.226 |
| 40 | 0.305 | 0.289 | 0.147 |

At 40 layers, a thickness of about 100 Å, the coarse normal mesh has added $40\times6.169=247$ meV to the subtracted bulk energy. This is 52% of the 476 meV that should remain. At $476/6.169\approx77$ layers the estimate would reach zero.

The middle column is more instructive. The converged bulk energy is $-6.753078$ eV per layer, so the $6\times6\times6$ value is wrong by only 0.012 meV, against 0.62 meV for the matched one. Yet the better bulk energy produces the drift, because the slabs do not share its accuracy. To keep the drift error below 0.001 J/m$^2$ at 40 layers, with 1 eV/Å$^2$ = 16.02 J/m$^2$, one needs $|\delta|<25\times(0.001/16.02)/40$ eV, or about 0.04 meV per layer.

Slabs on a $12\times12$ mesh give $\gamma=0.30425$ J/m$^2$, against 0.30505 J/m$^2$ on the $4\times4$ mesh. The $4\times4$ surface energy is thus about 0.0008 J/m$^2$ too high. This error is independent of thickness and would be invisible in a perfectly straight plot.

For these parameters $\kappa=1.048$, so the exponential factor in the remainder at $w=0$ is 0.123 per added layer. The remainder there is $-4.0$ meV at $N=2$ and $-0.04$ meV at $N=4$. A fit through $N=1,2,3$ gives an intercept of 0.492 eV, about 3% too high, although it needs no separate bulk energy at all.

Now give each slab energy an independent random error of 1 meV. The eight thicknesses have $\bar N=13$ and $S=168$, so $\sigma_b=\sqrt{1/8+169/168}=1.06$ meV. With $N=19$ and 20 alone it is $\sqrt{20^2+19^2}=27.6$ meV, about 6% of the intercept.

## When the drift is physical

A ferroelectric film polarized along its normal breaks the nonpolar assumption. Let it be insulating, single-domain and unscreened, with no external field. Its displacement field is then zero, so a polarization $P$ produces the field $\mathcal E=-P/\varepsilon_0$. Suppose that the zero-field bulk has polarization $P_s$ and responds linearly with relative permittivity $\varepsilon_r$. The energy density above that bulk is

$$u(P)=\frac{(P-P_s)^2}{2\varepsilon_0(\varepsilon_r-1)}+\frac{P^2}{2\varepsilon_0}.$$

The first term is the cost of changing the polarization, and the second is the field energy $\varepsilon_0\mathcal E^2/2$. Setting $du/dP=0$ gives $(P-P_s)/(\varepsilon_r-1)+P=0$, so $P=P_s/\varepsilon_r$. Inserting this,

$$u=\frac{P_s^2}{2\varepsilon_0}\left[\frac{\varepsilon_r-1}{\varepsilon_r^2}+\frac1{\varepsilon_r^2}\right]=\frac{P_s^2}{2\varepsilon_0\varepsilon_r}.$$

Each layer carries the extra energy $uAd$. With a zero-field bulk reference, $\delta=-uAd$, and $\gamma_{\rm dir}$ rises by $ud/2$ per layer even if the numerics are perfect. For $P_s=0.1$ C/m$^2$, $\varepsilon_r=30$ and the same cell, $u=1.88\times10^7$ J/m$^3$. This is 3.7 meV per layer and cell, or a drift of 0.0024 J/m$^2$ per layer. In size it lies between the two numerical drifts above, but its sign is opposite.

This is an estimate of size. Linear response is stretched here from $P_s$ almost to zero polarization, whereas a real ferroelectric has a double-well energy and may lose its polar distortion or form domains. The field in the linear model is $P_s/(\varepsilon_0\varepsilon_r)=3.8$ MV/cm. A quartic well $a(P^2-P_s^2)^2$ with the same curvature at $P_s$, $8aP_s^2=1/[\varepsilon_0(\varepsilon_r-1)]$, has a coercive field of only 0.75 MV/cm. At zero displacement field it relaxes to $P=0$, where the field vanishes and the cost is the well depth $P_s^2/[8\varepsilon_0(\varepsilon_r-1)]=4.9\times10^6$ J/m$^3$, about a quarter of the linear value. If the ions are held in their polar positions, $\varepsilon_r$ is the smaller electronic permittivity and the cost is higher. As long as a polarization survives, the voltage across the film also grows with thickness, by $2ud/P_s\approx0.09$ V per layer in the linear model above. Once it becomes comparable with the gap, charge can move between the faces and the linear law no longer holds.

While that law does hold, the fit places the depolarization energy in the slope. Its intercept then describes the faces of a film at zero displacement field, not those of a film whose electrodes screen the polarization. A phase comparison for a capacitor must use the electrical condition of the capacitor, for the slope as well as for the intercept.
